# Phonon angular momentum and its cancellation in thermal equilibrium

## What goes wrong without the result

In some crystals a single phonon makes the atoms run around small circles, and it then carries angular momentum of order $\hbar$. This raises the question whether a crystal in equilibrium holds a net angular momentum. For the model layer treated below, at 300 K and on a $6\times6$ grid of wavevectors, the half of the Brillouin zone around one corner K gives $+0.0043\,\hbar$ per unit cell. This number depends on temperature. If the rest of the zone did not cancel it, a crystal at rest would gain internal angular momentum on heating, and its surroundings would have to take up the opposite amount, although nothing in the problem distinguishes one sense of rotation from the other.

The other half of the zone cancels it exactly. To see this, one needs the angular momentum of each mode, its weight in the total, and its behaviour under $\mathbf q\to-\mathbf q$.

## Setting and conventions

Let $\mathbf x$ be the displacement of an atom of mass $m$ from its site $\mathbf R$. The mechanical angular momentum is
$$\sum(\mathbf R+\mathbf x)\times m\dot{\mathbf x}=\sum\mathbf R\times m\dot{\mathbf x}+\sum\mathbf x\times m\dot{\mathbf x}.$$
These notes treat the second sum, the rotation of atoms about their own sites. This is what "phonon angular momentum" means here.

Use mass-weighted displacements $u=\sqrt m\,x$ and momenta $p=\dot u=\sqrt m\,\dot x$, so that $\mathbf u\times\mathbf p=m\,\mathbf x\times\dot{\mathbf x}$. Collect the components of all atoms in cell $l$ into columns $u_l$, $p_l$. The algebra uses atomic units, $\hbar=1$. The Hamiltonian is
$$H=\tfrac12\sum_l p_l^Tp_l+\tfrac12\sum_{ll'}u_l^T\Phi_{l-l'}\,u_{l'} .$$

The assumptions are:

- The forces are harmonic, with real symmetric force constants $\Phi$.
- No force depends on velocity. Hence $H$ is unchanged by time reversal, $u\to u$, $p\to-p$.
- There are $N$ cells with periodic boundaries, so $-\mathbf q$ is allowed whenever $\mathbf q$ is.
- All frequencies are positive. A free crystal has uniform translations with $\omega=0$, which have no phonon operators and must be separated off. The example avoids them by pinning the layer to a substrate.

For each atom let
$$M=\begin{pmatrix}0&-i\\ i&0\end{pmatrix},\qquad iM=\begin{pmatrix}0&1\\-1&0\end{pmatrix},$$
repeated for all atoms. In three dimensions one adds a row and column of zeros for $z$. Then
$$J_z=\sum_l u_l^T(iM)\,p_l=\sum(u_xp_y-u_yp_x).$$
Three properties are used below: $M^\dagger=M$, $M^T=-M$ and $M^*=-M$.

## Phonon operators

The dynamical matrix and its eigenvectors are
$$D(\mathbf q)=\sum_{l'}\Phi_{l-l'}e^{i\mathbf q\cdot(\mathbf R_{l'}-\mathbf R_l)},\qquad D(\mathbf q)e_{\mathbf qs}=\omega_{\mathbf qs}^2e_{\mathbf qs},\qquad e_{\mathbf qs}^\dagger e_{\mathbf qs'}=\delta_{ss'} .$$
Because $\Phi$ is real, $D(-\mathbf q)=D(\mathbf q)^*$. Define
$$a_{\mathbf qs}=\frac{1}{\sqrt{2\omega_{\mathbf qs}N}}\sum_l e^{-i\mathbf q\cdot\mathbf R_l}\,e_{\mathbf qs}^\dagger(\omega_{\mathbf qs}u_l+ip_l).$$

**Commutators.** For one component, $[u,p]=i$ gives $[\omega u+ip,\;\omega'u-ip]=\omega+\omega'$. The sum over cells forces $\mathbf q=\mathbf q'$ and orthonormality forces $s=s'$, so $[a_{\mathbf qs},a^\dagger_{\mathbf q's'}]=\delta_{\mathbf{qq}'}\delta_{ss'}$. Similarly $[\omega u+ip,\;\omega'u+ip]=\omega'-\omega$, so $[a_{\mathbf qs},a_{-\mathbf qs'}]$ is proportional to $(\omega'-\omega)\,e_{\mathbf qs}^\dagger e_{-\mathbf qs'}^*$. The vector $e_{-\mathbf qs'}^*$ is an eigenvector of $D(-\mathbf q)^*=D(\mathbf q)$ with eigenvalue $\omega'^2$. Either the frequencies agree or the overlap vanishes, so this commutator is zero.

**Inversion.** The displacements are recovered by
$$u_l=\sum_{\mathbf qs}\frac{1}{\sqrt{2\omega N}}\,e\,e^{i\mathbf q\cdot\mathbf R_l}a+\text{h.c.},\qquad
p_l=\sum_{\mathbf qs}(-i)\sqrt{\frac{\omega}{2N}}\,e\,e^{i\mathbf q\cdot\mathbf R_l}a+\text{h.c.}$$
To check the first, insert $a$ and use $\sum_s ee^\dagger=1$ and $\sum_s ee^\dagger/\omega=D^{-1/2}$. The written term becomes
$$\tfrac12u_l+\tfrac i2\sum_{l'}F_{l-l'}\,p_{l'},\qquad F_{l-l'}=\frac1N\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf R_l-\mathbf R_{l'})}D(\mathbf q)^{-1/2}.$$
Replacing $\mathbf q$ by $-\mathbf q$ turns $F$ into $F^*$, so $F$ is real. The second piece then cancels against its Hermitian conjugate and the two halves of $u_l$ add. For $p_l$ the same steps give $\tfrac12p_l-\tfrac i2\sum_{l'}G_{l-l'}u_{l'}$, where $G$ contains $D^{1/2}$ and is real too. No relation between the phases of $e_{\mathbf q}$ and $e_{-\mathbf q}$ was needed.

**Energy.** The equations of motion $\dot u=p$, $\dot p=-\Phi u$ turn $\omega u+ip$ into $\omega p-i\omega^2u=-i\omega(\omega u+ip)$ after projection on $e$. Hence $\dot a=-i\omega a$, or $[a,H]=\omega a$. The operator $\sum\omega a^\dagger a$ has the same commutators with every $a$ and $a^\dagger$. Since $u$ and $p$ are linear in these, $H$ differs from it by a constant at most.

## The angular momentum operator

Insert the expansions into $J_z$. The product of prefactors from $u$ (mode $s$) and $p$ (mode $s'$) is $\frac{1}{2N}\sqrt{\omega'/\omega}$, and the sum over cells supplies $N$.

*Terms with $a^\dagger$ from $u$ and $a$ from $p$.* Both modes have the same $\mathbf q$. Since $(iM)(-i)=M$, they give
$$\tfrac12\sqrt{\omega'/\omega}\;e_s^\dagger Me_{s'}\;a_s^\dagger a_{s'} .$$

*Terms with $a_{s'}$ from $u$ and $a_s^\dagger$ from $p$.* Now the factor is $(iM)(+i)=-M$, and the frequencies exchange roles:
$$-\tfrac12\sqrt{\omega/\omega'}\;e_{s'}^TMe_s^*\;a_{s'}a_s^\dagger=+\tfrac12\sqrt{\omega/\omega'}\;e_s^\dagger Me_{s'}\;a_{s'}a_s^\dagger .$$
The sign changed because a number equals its transpose, $e_{s'}^TMe_s^*=e_s^\dagger M^Te_{s'}=-e_s^\dagger Me_{s'}$.

*Pair terms.* Two annihilation operators need opposite wavevectors. The product with $s$ from $u$ gives $\tfrac12\sqrt{\omega'/\omega}\,e_{\mathbf qs}^TMe_{-\mathbf qs'}$. Exchanging the roles inverts the root and, by $M^T=-M$, changes the sign. Each pair therefore enters as
$$\tfrac12\left(\sqrt{\omega'/\omega}-\sqrt{\omega/\omega'}\right)e_{\mathbf qs}^TMe_{-\mathbf qs'}\;a_{\mathbf qs}a_{-\mathbf qs'}+\text{h.c.}$$

## The sum over modes

Take a state with $\langle a_{\mathbf qs}^\dagger a_{\mathbf qs'}\rangle=n_{\mathbf qs}\delta_{ss'}$ and $\langle aa\rangle=0$. Terms with $s\ne s'$ and pair terms drop out. For $s=s'$ the roots equal one, and what remains is $\tfrac12e^\dagger Me\,\langle a^\dagger a+aa^\dagger\rangle$ with $aa^\dagger=a^\dagger a+1$. Restoring $\hbar$,
$$\boxed{J_z=\sum_{\mathbf qs}l_{\mathbf qs}\left(n_{\mathbf qs}+\tfrac12\right),\qquad l_{\mathbf qs}=\hbar\,e_{\mathbf qs}^\dagger Me_{\mathbf qs}.}$$

The occupations are arbitrary so far; equilibrium has not been used. In other states the dropped terms make $J_z$ oscillate at the differences and sums of frequencies; a term linking two degenerate branches does not oscillate and adds a constant. A numerical superposition of three classical waves of different frequencies, two at one $\mathbf q$ and one at $-\mathbf q$, shows the oscillation: $J_z(t)$ ranges from $-2.32\,\hbar$ to $+0.04\,\hbar$, while its long-time mean, $-1.14\,\hbar$, agrees with $\sum l|\alpha|^2$, where $|\alpha|^2$ is the classical counterpart of $n$.

**Meaning of $l$.** The vectors $\varepsilon_\pm=(1,\pm i)/\sqrt2$ satisfy $M\varepsilon_\pm=\pm\varepsilon_\pm$. The real part of $(1,i)e^{-i\omega t}$ is $(\cos\omega t,\sin\omega t)$, an anticlockwise circle. Thus $l/\hbar$ is the anticlockwise weight of the mode minus its clockwise weight, and $|l|\le\hbar$. Linear motion gives zero.

**The zero-point half.** Completeness gives
$$\sum_sl_{\mathbf qs}=\hbar\,\mathrm{Tr}\Big(M\sum_se_{\mathbf qs}e_{\mathbf qs}^\dagger\Big)=\hbar\,\mathrm{Tr}\,M=0 .$$
A single mode has the zero-point share $l/2$, but the shares cancel among the branches at each $\mathbf q$.

## Time reversal makes $l$ odd

Take the complex conjugate of the eigenvalue equation and use $D(\mathbf q)^*=D(-\mathbf q)$:
$$D(-\mathbf q)\,e_{\mathbf qs}^*=\omega_{\mathbf qs}^2\,e_{\mathbf qs}^* .$$
So $e_{\mathbf qs}^*$ is a mode at $-\mathbf q$ with the same frequency. It is the original wave run backwards: it travels the other way and its atoms circle the other way. Without degeneracy it is the mode at $-\mathbf q$ up to a phase, which cancels in $l$. Hence
$$l_{-\mathbf qs}=\hbar\,e^TMe^*=\hbar\,e^\dagger M^Te=-l_{\mathbf qs}.$$

**Degenerate modes.** Here single values of $l$ depend on the chosen basis, and the statement must refer to the whole set. Let $P_\omega(\mathbf q)$ project on all modes of frequency $\omega$. Conjugation gives $P_\omega(-\mathbf q)=P_\omega(\mathbf q)^*$, and with $M=-M^*$
$$\mathrm{Tr}[MP_\omega(-\mathbf q)]=-\mathrm{Tr}[M^*P_\omega(\mathbf q)^*]=-\mathrm{Tr}[MP_\omega(\mathbf q)].$$
The last step uses that the trace of a product of two Hermitian matrices is real. At $\mathbf q=0$ each such trace must vanish. The lowest pair of the example, at 0.0167 eV, can be described by two linear modes with $l=0$ or by two circular ones with $l=\pm\hbar$; the sum is zero in both cases.

## The equilibrium total vanishes

The thermal weight depends on the operators $a^\dagger a$ alone. It is unchanged when any one $a$ is multiplied by a phase, so the averages dropped above are indeed zero, and
$$n_{\mathbf qs}=n(\omega_{\mathbf qs}),\qquad n(\omega)=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$
Group the sum by frequency and rename $\mathbf q\to-\mathbf q$:
$$J_z=\hbar\sum_{\mathbf q,\omega}\mathrm{Tr}[MP_\omega(-\mathbf q)]\left(n(\omega)+\tfrac12\right)=-\hbar\sum_{\mathbf q,\omega}\mathrm{Tr}[MP_\omega(\mathbf q)]\left(n(\omega)+\tfrac12\right)=-J_z .$$
Therefore $J_z=0$ at every temperature. Two facts enter: $l$ is odd, and the occupation is even. Oddness of $l$ alone would not suffice.

A shorter argument gives the total without the mode sum. Time reversal $\Theta$ is antiunitary, so $\mathrm{Tr}(\Theta X\Theta^{-1})=(\mathrm{Tr}X)^*$. It leaves the thermal density matrix unchanged and reverses $J_z$. Hence $\langle J_z\rangle^*=-\langle J_z\rangle$, and a real number with this property is zero. This version also covers anharmonic forces, but it does not show where in the zone the cancelling parts sit.

## Example: a honeycomb layer at 300 K

Take a honeycomb layer moving in its plane, with masses $m_A=10$ u and $m_B=20$ u. Each bond has stiffness $K_L=20$ along it and $K_T=5$ across it, and each atom is pinned with $K_P=1$, all in eV/Å$^2$. The parameters are round model values. An A atom has B neighbours in the directions $\varphi=30°,150°,270°$, in the cells $0,-\mathbf a_1,-\mathbf a_2$. At the zone corner K, $\mathbf q\cdot\mathbf a_1=4\pi/3$ and $\mathbf q\cdot\mathbf a_2=2\pi/3$.

**Diagonal elements.** The three bonds add to $\tfrac32(K_L+K_T)$ in every direction, so the on-site stiffness is $37.5+1=38.5$ eV/Å$^2$. With $\hbar^2/(1\,\text{u})=4.180\times10^{-3}$ eV Å$^2$, the elements of $\hbar^2D$ are
$$d_A=4.180\times10^{-3}\times\frac{38.5}{10}=0.01609\ \text{eV}^2,\qquad d_B=0.00805\ \text{eV}^2 .$$

**Coupling.** A bond tensor acts on circular vectors as
$$\tfrac12(K_L+K_T)\,\varepsilon_\pm+\tfrac12(K_L-K_T)\,e^{\pm2i\varphi}\varepsilon_\mp .$$
The Bloch phases of the three bonds are $0°,120°,-120°$, which sum to zero and remove the first part. From $\varepsilon_+$ on B to $\varepsilon_-$ on A, the total phases $2\varphi+$ Bloch phase are $60°,60°,60°$ (modulo $360°$) and add up. From $\varepsilon_-$ on B to $\varepsilon_+$ on A they are $-60°,180°,60°$ and cancel. The surviving coupling has magnitude
$$g=\frac{\hbar^2}{\sqrt{m_Am_B}}\,\frac32(K_L-K_T)=0.00665\ \text{eV}^2 .$$

So anticlockwise motion of A and clockwise motion of B are modes by themselves, with $l=+\hbar$ and $l=-\hbar$ and energies $\sqrt{d_A}$ and $\sqrt{d_B}$. The other two motions mix. With $\Delta=d_A-d_B$ their squared energies are
$$\lambda_\pm=\tfrac12(d_A+d_B)\pm\tfrac12\sqrt{\Delta^2+4g^2}.$$
The difference of weights on A and B is the derivative of $\lambda_\pm$ with respect to $\Delta/2$ at fixed $d_A+d_B$, namely $\pm x$ with
$$x=\frac{\Delta}{\sqrt{\Delta^2+4g^2}}=\frac{0.00805}{0.01555}=0.518 .$$
Here A moves clockwise, so the upper mode has $l=-x\hbar$ and the lower one $+x\hbar$.

| Mode at K | Energy (eV) | $l/\hbar$ | $n$ | $l(n+\tfrac12)/\hbar$ |
|---|---|---|---|---|
| 1 | 0.0656 | +0.518 | 0.0860 | +0.3033 |
| 2 | 0.0897 | −1 | 0.0321 | −0.5321 |
| 3 | 0.1269 | +1 | 0.0074 | +0.5074 |
| 4 | 0.1409 | −0.518 | 0.0043 | −0.2610 |

The last column adds to $+0.0176\,\hbar$. The halves cancel, so the same number follows from the occupations:
$$0.518\,(0.0860-0.0043)-(0.0321-0.0074)=0.0176 .$$
At K$'=-$K the energies are the same, each $l$ has the opposite sign, and the sum is $-0.0176\,\hbar$.

To divide the zone, use the odd function
$$s(\mathbf q)=\sin\mathbf q\cdot\mathbf a_1+\sin\mathbf q\cdot(\mathbf a_2-\mathbf a_1)-\sin\mathbf q\cdot\mathbf a_2,$$
which is $-2.598$ at K. On a $6\times6$ grid the half with $s<0$ gives $+0.00429\,\hbar$ per cell and the half with $s>0$ gives $-0.00429\,\hbar$. The total is zero within rounding. In this layer the mirror lines through the bonds, which reverse $J_z$ and the sign of $s$, would force the same cancellation; the time-reversal proof above does not rely on them.

## When the total or the parts behave differently

**Inversion symmetry.** Inversion takes $\mathbf q$ to $-\mathbf q$, exchanges equivalent atoms and multiplies their displacements by signs and phases. None of this affects $e^\dagger Me$, because $M$ is the same for all atoms. Thus $l$ is even. Being also odd, it vanishes for every nondegenerate mode. With equal masses the honeycomb has this symmetry, and the computed $l$ then vanishes at randomly chosen wavevectors, where the modes are nondegenerate. Degenerate sets are restricted only in their sum. At K equal masses give $d_A=d_B$, so modes 2 and 3 form a degenerate pair that can still be chosen circular with $l=\mp\hbar$, while $x=0$. The unequal masses split this pair and allow nonzero $l$ for nondegenerate modes.

**Unequal populations.** Let the occupations be $n$ evaluated at the energy $\hbar\omega-\Lambda s(\mathbf q)$ with $\Lambda=0.010$ eV. This favours K$'$ over K. The shifted energies must stay positive; the lowest on the grid is 0.0167 eV. On the $6\times6$ grid the mode sum gives
$$J_z=-0.00765\,\hbar=-0.00504\ \text{eV fs per cell}.$$
The last digits depend on the mesh: grids from $9\times9$ to $96\times96$ give $-0.00770\,\hbar$. On the $6\times6$ grid the numerical check finds the same value from the real-space quantum correlations of $u$ and $p$, without Bloch eigenvectors or $l$. It uses the thermal state of $H+\Lambda\,p^TTu$, where $T$ is a real antisymmetric hopping between cells that multiplies a Bloch wave by $is(\mathbf q)$; inserting the expansions of $u$ and $p$ turns the added term into $-\Lambda\sum s(\mathbf q)\,(a^\dagger a+\tfrac12)$. The forces are still time-reversal symmetric; the state is not.

**Velocity-dependent forces.** Let
$$H=\tfrac12(p-Au)^T(p-Au)+\tfrac12u^T\Phi u,$$
with $A$ real, antisymmetric and the same in each cell. The velocity is now $\dot u=p-Au$, and
$$\dot p=A^T(p-Au)-\Phi u=-A\dot u-\Phi u,\qquad \ddot u=\dot p-A\dot u=-\Phi u-2A\dot u .$$
A wave $e\,e^{-i\omega t}$ obeys $\omega^2e=De-2i\omega Ae$. Its conjugate solves the equation at $-\mathbf q$ with $A$ replaced by $-A$, which is a different crystal. The time-reversal pairing of $\mathbf q$ with $-\mathbf q$, which made $l$ odd, is lost. So is the normalization $e^\dagger e=1$ with orthogonal modes, since this is no longer an ordinary eigenvalue problem in $\omega^2$.

With $A=(0.005\ \text{eV})\,iM$ on every atom of the $6\times6$ supercell, the equilibrium value of $\sum\mathbf u\times\dot{\mathbf u}$ is $0.125\,\hbar$ per cell at 1 K and $0.088\,\hbar$ at 300 K. At a formal 30000 K, far beyond the range of a harmonic solid, the model gives $0.0013\,\hbar$. The decrease has a classical reason. In the classical weight $e^{-H/k_BT}$ the velocity $p-Au$ is Gaussian with zero mean at each fixed $u$, so $\langle\mathbf u\times\dot{\mathbf u}\rangle=0$. The equilibrium angular momentum of this model is thus a quantum effect. The value of $A$ is chosen large for illustration. As a Lorentz force on an ion of charge $e$, $2\times0.005\ \text{eV}=\hbar eB/m$ would need $B\approx1.6\times10^6$ T for $m=10$ u, far beyond laboratory fields, so these magnitudes are not estimates for a real crystal in a magnet.

## Table of computed values

```
masses A, B: 10, 20 u
springs long., transv., pinning: 20, 5, 1 eV/A^2
temperature: 300 K, kT = 0.02585 eV
hbar^2/(1 u) = 4.180159e-03 eV A^2
hbar = 0.658212 eV fs
supercell: 6 x 6 cells
K: diagonal element A = 0.016094 eV^2
K: diagonal element B = 0.008047 eV^2
K: coupling g = 0.006651 eV^2
K: mixed-mode |l| from closed form = 0.517619 hbar
mode at K: energy (eV), l (hbar), n, l(n+1/2) (hbar)
  1: 0.065554 +0.517619 0.086016 +0.303333
  2: 0.089704 -1.000000 0.032120 -0.532120
  3: 0.126861 +1.000000 0.007448 +0.507448
  4: 0.140866 -0.517619 0.004320 -0.261045
mode at K': energy (eV), l (hbar)
  1: 0.065554 -0.517619
  2: 0.089704 +1.000000
  3: 0.126861 -1.000000
  4: 0.140866 +0.517619
sum of l(n+1/2) at K  = +0.017617 hbar
sum of l(n+1/2) at K' = -0.017617 hbar
n+1/2 of K mode 1 from real-space covariance = 0.586016
Gamma lowest pair: energy = 0.016681 eV
Gamma pair: |l| linear = 0.000, l circular = 1.000 hbar
equilibrium half zone with K  = +4.290158e-03 hbar per cell
equilibrium half zone with K' = -4.290158e-03 hbar per cell
equilibrium total below 1e-10 hbar per cell: True
valley bias = 0.010 eV, s(K) = -2.598076
lowest shifted energy = 0.016681 eV
biased J, mode sum   = -0.00765277 hbar per cell
biased J, real space = -0.00765277 hbar per cell
biased J converted   = -0.00503714 eV fs per cell
three waves: time-mean J = -1.1402 hbar
three waves: sum l|alpha|^2 = -1.1401 hbar
three waves: J(t) ranges -2.3208 to +0.0365 hbar
velocity-dependent force parameter = 0.005 eV
its equilibrium J at 1 K     = +0.125133 hbar per cell
its equilibrium J at 300 K   = +0.087564 hbar per cell
its equilibrium J at 30000 K = +0.001289 hbar per cell
```
